# Charge-Sheet Drain Current of a MOSFET: Drift and Diffusion Terms

An n-channel MOSFET has a uniform p substrate of acceptor density $N_A$, an oxide capacitance per area $C_{ox}$, width $W$ and length $L$. The source is at $y=0$ and the drain at $y=L$. Potentials are measured from the neutral bulk, to which the source is tied. The gate is at $V_G$, the drain at $V_D>0$, and the flat-band voltage is $V_{FB}$. Here $q$ is the positive elementary charge, $\varepsilon_s$ the silicon permittivity and

$$\phi=\frac{kT}{q},\qquad \phi_F=\phi\ln\frac{N_A}{n_i},\qquad \gamma=\frac{\sqrt{2\varepsilon_s qN_A}}{C_{ox}}.$$

The channel is long, so the potential varies much more slowly along $y$ than into the depth $x$ (gradual channel). The mobility $\mu$ is constant, electrons obey Boltzmann statistics, acceptors are fully ionized, and hole current and recombination are neglected. The electron quasi-Fermi potential $V(y)$ then does not depend on depth and rises from $0$ at the source to $V_D$ at the drain.

## (a) Which equation fixes the surface potential $\psi(y)$?

**Solution.** Let $\Psi(x)$ be the potential at depth $x$, with $\Psi(0)=\psi$. The bulk electron density is $n_i^2/N_A=N_Ae^{-2\phi_F/\phi}$, negligible beside $N_A$, so the charge density is

$$\rho=qN_A\left[e^{-\Psi/\phi}-1-e^{(\Psi-2\phi_F-V)/\phi}\right].$$

With $E=-d\Psi/dx$, Poisson's equation is $d^2\Psi/dx^2=-\rho/\varepsilon_s$. Multiplying by $2\,d\Psi/dx$ turns the left side into $d(E^2)/dx$. Integration from the bulk, where $\Psi=E=0$, to the surface gives

$$E_s^2=-\frac{2}{\varepsilon_s}\int_0^{\psi}\rho\,d\Psi
=\frac{2qN_A}{\varepsilon_s}\left[\psi+\phi(e^{-\psi/\phi}-1)+\phi e^{-(2\phi_F+V)/\phi}(e^{\psi/\phi}-1)\right].$$

For $\psi$ of many $\phi$, $e^{-\psi/\phi}$ is negligible, and so is 1 beside $e^{\psi/\phi}$. What remains is

$$E_s^2=\frac{2qN_A}{\varepsilon_s}(\psi-\phi+u),\qquad u=\phi\,e^{(\psi-2\phi_F-V)/\phi}.$$

The $-\phi$ comes from the tail of holes at the depletion edge. Gauss's law at the oxide interface is $C_{ox}(V_G-V_{FB}-\psi)=\varepsilon_sE_s$. Writing $G=V_G-V_{FB}-\psi$ and $s=\sqrt{\psi-\phi}$, we obtain

$$G^2=\gamma^2(s^2+u).\tag{1}$$

Its solution is $\psi_0$ for $V=0$ and $\psi_L$ for $V=V_D$. Differentiating (1) at fixed $V_G$ gives

$$\frac{d\psi}{dV}=\frac{\gamma^2u/\phi}{2G+\gamma^2(1+u/\phi)},$$

which lies between 0 and 1. The surface potential therefore rises toward the drain, but by less than $V_D$.

## (b) What are the inversion charge and the local current?

**Solution.** The total semiconductor charge has magnitude $C_{ox}G$ per area. The charge-sheet approximation gives the electron layer zero thickness, so the depletion region beneath it supports the whole of $\psi$. Its charge is what (1) gives with $u=0$, namely $C_{ox}\gamma s$. The electron charge is the difference:

$$|Q_i|=C_{ox}q_i,\qquad q_i=G-\gamma s.\tag{2}$$

Here $q_i$ is a voltage. Factoring $G^2-\gamma^2s^2$ in (1) gives

$$q_i(G+\gamma s)=\gamma^2u,\tag{3}$$

so $q_i>0$.

The electron current density along $+y$ is $J_y=-q\mu n_e\,\partial\Psi/\partial y+q\mu\phi\,\partial n_e/\partial y$, where $n_e$ is the electron density and the Einstein relation $D=\mu\phi$ has been used. Drain current is counted positive from drain to source, so it is $-J_y$ integrated over the cross-section. In the sheet every electron feels the surface gradient $d\psi/dy$, and

$$I_D=\mu W\left(|Q_i|\frac{d\psi}{dy}-\phi\frac{d|Q_i|}{dy}\right).\tag{4}$$

Both terms are positive, since $\psi$ rises and $|Q_i|$ falls toward the drain.

## (c) Express $I_D$ in the two end potentials

**Solution.** $I_D$ does not depend on $y$. Integrating (4) from $0$ to $L$ and dividing by $L$, with $K=\mu C_{ox}W/L$, gives

$$I_D=K\int_{\psi_0}^{\psi_L}q_i\,d\psi+K\phi\,(q_0-q_L),\tag{5}$$

where $q_0,q_L$ are the end values of $q_i$. The first integrand is $V_G-V_{FB}-\psi-\gamma(\psi-\phi)^{1/2}$, whose three parts integrate separately:

$$\boxed{\begin{aligned}I_{drift}=K\Big\{&(V_G-V_{FB})(\psi_L-\psi_0)-\tfrac12(\psi_L^2-\psi_0^2)\\&-\tfrac23\gamma\big[(\psi_L-\phi)^{3/2}-(\psi_0-\phi)^{3/2}\big]\Big\}\end{aligned}}$$

In $q_0-q_L$ the gate voltage cancels:

$$\boxed{I_{diff}=K\phi\Big\{\psi_L-\psi_0+\gamma\big[(\psi_L-\phi)^{1/2}-(\psi_0-\phi)^{1/2}\big]\Big\}}$$

and $I_D=I_{drift}+I_{diff}$. Each term is an average over the channel. At a given $y$ the two local currents generally differ from these averages, while their sum is the same everywhere.

## (d) What decides which term is larger?

**Solution.** From (2),

$$\frac{dq_i}{d\psi}=-n,\qquad n=1+\frac{\gamma}{2s}.$$

Thus $-\phi\,dq_i=n\phi\,d\psi$, and the two terms of (4) stand in the local ratio

$$\frac{\text{drift}}{\text{diffusion}}=\frac{q_i}{n\phi}.\tag{6}$$

For the averaged terms, substitute $d\psi=-dq_i/n$ in (5):

$$R=\frac{I_{drift}}{I_{diff}}=\frac{1}{\phi(q_0-q_L)}\int_{q_L}^{q_0}\frac{q_i}{n}\,dq_i .$$

Since $\psi$ rises toward the drain, $n$ falls from $n_0$ to $n_L$. Replacing $n$ by its extreme values and using $\int q_i\,dq_i=\frac12(q_0-q_L)(q_0+q_L)$ gives

$$\frac{q_0+q_L}{2n_0\phi}\le R\le\frac{q_0+q_L}{2n_L\phi}.\tag{7}$$

In saturation $q_L$ is negligible, and the terms are equal near $q_0=2n\phi$. For $q_0\gg2n\phi$ drift dominates. If $n$ is also treated as constant, (5) then becomes $I_D\approx Kq_0^2/(2n)$, the square law of strong inversion.

## (e) Show that diffusion dominates below threshold

**Solution.** Define threshold by $\psi_0=2\phi_F$. There $u=\phi$ at the source, the two $\phi$'s in (1) cancel, and

$$V_T=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F}.$$

Because $G>\gamma s$, equation (3) gives

$$q_i=\frac{\gamma^2u}{G+\gamma s}<\frac{\gamma u}{2s}=(n-1)u.\tag{8}$$

In (7), $q_L<q_0$ and $n_L>1$, so $R<q_0/\phi$. Applying (8) at the source, where $V=0$,

$$R<(n_0-1)\,e^{(\psi_0-2\phi_F)/\phi}.\tag{9}$$

At or below threshold the exponential is at most 1. If $n_0<2$, that is $\gamma<2s$ at the source, diffusion is the larger term. As $\psi_0$ falls further the bound shrinks exponentially, against a slow algebraic growth of $n_0-1$. The condition $n_0<2$ is sufficient; the argument does not show it to be necessary.

The physical cause is a flat surface potential. Integrating $dq_i=-n\,d\psi$ gives $\psi_L-\psi_0=(q_0-q_L)/\bar n$, with $\bar n$ between $n_L$ and $n_0$. With few electrons, depletion charge alone nearly fixes $\psi$, and it does not depend on $V$. The drift term is then of second order in the small charge (few electrons in a weak field), while diffusion is of first order.

## (f) Find the current and swing in weak inversion

**Solution.** Let $\psi_a$ solve (1) with $u=0$, so that $G=\gamma s$. Putting $\psi_a=s_a^2+\phi$ gives $s_a^2+\gamma s_a-(V_G-V_{FB}-\phi)=0$, with positive root

$$s_a=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+V_G-V_{FB}-\phi}.$$

The true $\psi$ lies below $\psi_a$ by about $q_i/n$, because $q_i$ vanishes at $\psi_a$ and has slope $-n$. This changes the exponent in $u$ by $q_i/(n\phi)$, the small parameter of (6). To leading order, then, $q_i=(n-1)u$ at $\psi_a$, which also gives $q_L=q_0e^{-V_D/\phi}$. Drift is of higher order, so $I_D\approx K\phi(q_0-q_L)$:

$$I_D\approx K(n-1)\phi^2e^{(\psi_a-2\phi_F)/\phi}\left(1-e^{-V_D/\phi}\right).\tag{10}$$

The current saturates once $V_D$ is several $\phi$, when the drain end is empty of electrons.

For the swing $S$, the gate voltage per decade of current, $V_G-V_{FB}=\psi_a+\gamma s_a$ gives $dV_G/d\psi_a=n$. The prefactor $n-1$ is proportional to $1/s_a$, whose logarithmic derivative in $\psi_a$ is $-1/(2s_a^2)$. Hence

$$\frac{d\ln I_D}{dV_G}=\frac1n\left(\frac1\phi-\frac{1}{2s_a^2}\right),\qquad S=\frac{n\phi\ln10}{1-\phi/(2s_a^2)}.$$

## (g) Evaluate the terms for a long silicon transistor

Take a 7.5 nm oxide, $N_A=2\times10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $\mu=400$ cm²/Vs, $W=L=10$ µm, $V_{FB}=-0.95$ V, $V_D=1$ V and 300 K.

**Solution.** These give $\phi=0.02585$ V, $2\phi_F=0.8692$ V, $\gamma=0.5596$ V$^{1/2}$, $K=1.842\times10^{-4}$ A/V² and $V_T=0.441$ V. Solving (1) at both ends and inserting the results in (c):

| $V_G$ (V) | $q_0$ (mV) | $I_{drift}$ (A) | $I_{diff}$ (A) | $R$ |
|---|---|---|---|---|
| 0.200 | 0.00968 | 6.42e-15 | 4.61e-11 | 0.00014 |
| 0.300 | 0.166 | 1.92e-12 | 7.91e-10 | 0.0024 |
| 0.441 | 7.82 | 4.31e-9 | 3.72e-8 | 0.116 |
| 0.600 | 83.7 | 5.00e-7 | 3.99e-7 | 1.25 |
| 1.000 | 421 | 1.28e-5 | 2.00e-6 | 6.40 |
| 2.000 | 1365 | 1.35e-4 | 5.53e-6 | 24.4 |

At threshold $n_0=1.305$, and (7) with negligible $q_L$ gives

$$R\approx\frac{7.82}{2(1.305)(25.85)}=0.116.$$

Diffusion carries 90% of the current there. The terms become equal at $V_G=0.575$ V, 134 mV above threshold, where $q_0/(n_0\phi)=1.996$.

At $V_G=0.2$ V, $s_a=0.817$ V$^{1/2}$, $\psi_a=0.6929$ V and $n-1=0.343$, so (10) gives

$$I_D\approx(1.842\times10^{-4})(0.343)(0.02585)^2e^{-6.82}=4.61\times10^{-11}\ \text{A},$$

in agreement with the table. The swing is 81.5 mV per decade, both from the formula and from a numerical derivative of the full current.

At $V_G=1$ V the average favours drift, but the local share varies. By (6), drift carries 93% of the current at the source, and its share falls toward the drain. Where $q_i$ has dropped to 3.2 mV the share is 9%, and the current already requires a mean electron speed of $10^7$ cm/s, roughly the saturation velocity. Closer to the drain, (6) no longer describes a real transistor, in which a strong lateral field sweeps the electrons out. In (5) this last stretch contributes less than 1% of either term.

Two numerical points matter below threshold. At 0.2 V the end potentials differ by only $7.2\times10^{-6}$ V, so the boxed formulas subtract nearly equal numbers. Double precision still suffices there if the end potentials are solved to its full accuracy, but potentials rounded to a few digits do not. The tiny negative values of $q_L$ in the numerical output are rounding residue, since (3) requires $q_L>0$.

## (h) How much does the zero-thickness sheet cost?

**Solution.** Since $n_e\propto e^{(\Psi-V)/\phi}$, drift and diffusion at each depth combine into $J_y=-q\mu n_e\,dV/dy$. Keeping the finite layer gives the Pao–Sah current

$$I_D=\mu\frac WL\int_0^{V_D}|Q|\,dV,\qquad |Q|=\int\frac{q\,n_e}{E}\,d\Psi .$$

Its averaged diffusion part is $\mu(W/L)\phi(|Q|_0-|Q|_L)$, because the depth integral of $\partial n_e/\partial y$ is the derivative of the total. The rest is drift, so each term can be compared separately.

One error of the sheet lies in transport. The logarithm of (3), differentiated, gives

$$dV=d\psi-\phi\,d\ln q_i-\phi\,d\ln(G+\gamma s).$$

Equation (4) corresponds to the first two terms. The third describes the changing layer thickness, which is $\phi$ divided by the mean of the fields above and below the layer, a mean proportional to $G+\gamma s$. Using $d(G+\gamma s)=(n-2)\,d\psi$ and $G+\gamma s=q_i+2\gamma s$, the omitted current is

$$\Delta I=K\phi\int_{\psi_0}^{\psi_L}\frac{(2-n)\,q_i}{q_i+2\gamma s}\,d\psi .$$

It is 1.1% of the sheet current at $V_G=1$ V.

The other error is in the charge. In weak inversion $E\propto\sqrt{\Psi-\phi}$. With $z=\psi-\Psi$, $1/\sqrt{\Psi-\phi}\approx(1/s)(1+z/2s^2)$, and the weight $e^{-z/\phi}$ has mean $z=\phi$. The layer therefore holds more charge than the sheet by a fraction $\phi/(2s^2)$, or 1.9% at $V_G=0.2$ V. The full integral exceeds the sheet current there by 2.1%.

From 0.1 to 2 V the Pao–Sah total is 1.6 to 2.4% above the sheet total, the excess being largest near 0.75 V. Its drift part is about 2 to 4% higher and its diffusion part about 1 to 2% higher, each relative to the corresponding sheet term. The division into two terms is thus sound here, as well as their sum.

## (i) How does the example compare with a real transistor?

**Solution.** The oxide, doping and mobility are rough typical values for mature 0.35 µm CMOS; the 10 µm length is far above that technology's minimum. An important omission below threshold is quantum confinement. A triangular-well estimate with silicon's anisotropic valleys leaves 0.21 of the classical electron charge at the threshold field, equivalent to raising $V_T$ by about 53 mV. At fixed $V_G$ the current would fall by a factor of about four near threshold, and by somewhat less at lower gate voltage, where the surface field is weaker. Fewer electrons at a given $\psi_0$ also reduce $q_0$, which by (7) favours diffusion further.

At 2 V, mobility loss matters more than a threshold shift of this size: with a rough $-0.3$ power of effective field, $\mu$ at the source end is 0.77 of its threshold value (about 0.80 when weighted along the channel), while a 53 mV shift lowers the current by about 6%. At 1 V the order is reversed, with 11% lost to mobility at the source end (9% along the channel) and 20% to the shift. A fixed shift understates confinement in strong inversion, where the surface field is higher: a self-consistent Schrödinger–Poisson solution with Fermi statistics lowers the current by about 25% at 1 V and 12% at 2 V, which leaves both orderings unchanged. Boltzmann statistics also fail at 2 V, the source surface density being 3 times the effective density of states, against 0.007 at threshold. At $V_G=1$ V the lateral field found in the gradual-channel model stays below about 10% of $v_{sat}/\mu$, with a rough $v_{sat}=10^7$ cm/s. This leaves out the pinched-off region beside the drain junction, where the surface potential climbs from $\psi_L$ to the potential of the drain itself. The field there reaches several times $v_{sat}/\mu$, but the region is only about 0.1 µm long, a small part of the 10 µm channel. The oxide field at 2 V is 2.6 MV/cm, well below a rough breakdown field of 10 MV/cm, and the tunnelling exponent of 72 makes gate leakage negligible. The gradual-channel assumption weakens as the device gets shorter: the electrostatic length is 41 nm, so $L$ is 243 such lengths here but fewer than 9 at 0.35 µm, where the source and drain already raise the subthreshold electron density noticeably.

At 358 K, with the mobility and a band gap of 1.12 eV held fixed and the flat-band voltage following $\phi_F$, the current at $V_G=0.2$ V rises about 17-fold to $7.9\times10^{-10}$ A. In real silicon the gap narrows with temperature. At the same mobility the rise is then about 20-fold if the flat-band voltage also follows half the gap, as for an n$^+$ gate, and about 24-fold if it follows $\phi_F$ alone. The ratio $R$ at the new threshold is 0.12, so diffusion still dominates there.

## Values computed for the example and the checks

```
inputs: tox 7.5 nm, NA 2.0e+17 cm^-3, ni 1e+10 cm^-3
inputs: mobility 400 cm2/Vs, W 10 um, L 10 um
inputs: VFB -0.95 V, VD 1.0 V, T 300 K
phi_t 0.02585 V, 2phi_F 0.8692 V
Cox 0.4604 uF/cm2, gamma 0.5596 V^0.5
mu Cox W/L 1.8417e-04 A/V^2
threshold VT 0.4410 V, n at threshold 1.3047
VG[V]  psi0[V]  psiL-psi0[mV]  q0[mV]  qL[mV]
0.1000 0.61900 0.0004313 0.000588 -1.74e-15
0.2000 0.69292 0.007207 0.009677 -1.84e-15
0.3000 0.76779 0.1254 0.1661 -1.94e-15
0.4410 0.86921 5.994 7.818 -1.92e-15
0.6000 0.93321 64.96 83.71 1.49e-14
1.0000 0.98208 332.6 420.7 3.08e-09
2.0000 1.02529 941.9 1365 203
VG[V]  Idrift[A]  Idiff[A]  Itotal[A]  drift/diff
0.1000 2.3355e-17 2.7997e-12 2.7997e-12 8.342e-06
0.2000 6.4223e-15 4.6072e-11 4.6078e-11 0.0001394
0.3000 1.9177e-12 7.9084e-10 7.9276e-10 0.002425
0.4410 4.3145e-09 3.7220e-08 4.1534e-08 0.1159
0.6000 5.0013e-07 3.9857e-07 8.9871e-07 1.255
1.0000 1.2817e-05 2.0029e-06 1.4820e-05 6.399
2.0000 1.3498e-04 5.5330e-06 1.4051e-04 24.39
VG[V]  PaoSah[A]  excess over sheet [%]: total, drift, diff
0.1000 2.8652e-12 2.34 4.23 2.34
0.2000 4.7029e-11 2.06 3.91 2.06
0.3000 8.0740e-10 1.85 3.65 1.84
0.4410 4.2275e-08 1.78 3.34 1.60
0.6000 9.1963e-07 2.33 3.04 1.44
1.0000 1.5158e-05 2.28 2.45 1.20
2.0000 1.4279e-04 1.62 1.65 0.93
weak-inversion law at VG 0.2 V: 4.6085e-11 A
swing at VG 0.2 V: formula 81.50, numeric 81.51 mV/decade
sheet charge error phi_t/(2s^2) at VG 0.2 V: 1.94 %
thickness term dropped at VG 1.0 V: 1.14 % of current
equal terms at VG 0.5749 V, 134.0 mV above VT
there q0/(n0 phi_t) = 1.996
local drift share at VG 1.0 V: source 0.9268, drain 9.56e-11
confinement: charge factor 0.208, VT shift 53.0 mV
surface density/Nc: at VT 0.0073, at 2 V 3.06
effective field: at VT 0.230, at 2 V 0.552 MV/cm
mobility factor VT to 2 V, rough power -0.3: 0.77
drain-end lateral field at VG 1 V: 2497 V/cm
as fraction of vsat/mu (vsat 1e7 cm/s, rough): 0.100
traps 1e10 /cm2/eV: added to n 0.0035
short-channel length 41.1 nm, L over it 243
oxide field at 2 V: 2.57 MV/cm, tunnelling exponent 72.2
junction leakage (10 um2, 1 us lifetime): 9.1e-16 A
358 K: VT 0.3887 V, drift/diff at VT 0.1195
358 K, VG 0.2 V, same mobility: 7.893e-10 A, drift/diff 1.67e-03
```
